# The 2n+1 theorem when the normalisation depends on the perturbation, part 1

(Sections cited here and not found follow in the later parts.)

When an atom in a crystal or a molecule is displaced by $\lambda$, the total energy $E(\lambda)$ of the relaxed electrons contains the force (first order in $\lambda$), the harmonic force constant (second order) and the cubic anharmonic constant that governs phonon-phonon scattering (third order). With an ultrasoft pseudopotential part of the electron charge is not carried by the smooth orbitals $\psi_i$. It is added back as an augmentation charge tied to projectors $\beta_n$ that sit on the atom, and the orbitals obey $\langle\psi_i|S|\psi_j\rangle=\delta_{ij}$ with an overlap operator $S$ built from the same projectors. Moving the atom moves the projectors, so the unperturbed orbitals violate the normalisation already at first order in $\lambda$. The question is how many orders of orbital response are needed for a given order of $E$ when the constraint surface itself moves, and what the second- and third-order energies are.

## Setting and statement

Hartree atomic units are used. The orbitals live in a finite basis that does not depend on $\lambda$, such as plane waves or a grid, and $\lambda$ is real. Every quantity is expanded as $X(\lambda)=\sum_k\lambda^kX^{(k)}$ without factorials, so the force constant is $2E^{(2)}$ and the cubic constant is $6E^{(3)}$. There are $N$ orbitals with fixed occupation 1. The density and the energy are

$$n(r)=\sum_i\langle\psi_i|K(r,\lambda)|\psi_i\rangle,\qquad K=|r\rangle\langle r|+\sum_{nm}Q_{nm}(r,\lambda)\,|\beta_n\rangle\langle\beta_m|,$$

$$E[\psi;\lambda]=\sum_i\langle\psi_i|h(\lambda)|\psi_i\rangle+E_{Hxc}[n],\qquad h=T+\sum_{nm}D^0_{nm}|\beta_n\rangle\langle\beta_m|+\int V_{loc}K\,dr .$$

The local potential acts on the full augmented density, which is why it enters as $\int V_{loc}K$. The operators $K$ and $h$ are Hermitian. $E_{Hxc}$ depends on $\lambda$ only through $n$, and its first three functional derivatives are $v(r)$, $f(r,r')$ and $g(r,r',r'')$, with the shorthand $xfy=\iint x(r)f(r,r')y(r')$ and likewise $g\,xyz$. The ion-ion energy is an explicit function of $\lambda$ that adds to every order and is left out.

The overlap operator is $S=\int K\,dr=1+\sum q_{nm}|\beta_n\rangle\langle\beta_m|$ with $q_{nm}=\int Q_{nm}$, and it is assumed positive definite. For one orbital the constraint is $\langle\psi|S|\psi\rangle=1$. For several orbitals normalisation alone would let all of them collapse onto the lowest state, so the constraint is the full Hermitian matrix condition

$$C_{ij}[\psi;\lambda]=\langle\psi_i|S(\lambda)|\psi_j\rangle-\delta_{ij}=0 .$$

For a rigid displacement along $x$ the operator coefficients are known in advance: $\beta^{(k)}=(-1)^k\partial_x^k\beta/k!$, the same for $Q$ and $V_{loc}$, and products expand term by term. With one projector, $S^{(1)}=q\,(|\beta^{(1)}\rangle\langle\beta|+|\beta\rangle\langle\beta^{(1)}|)$, because $q$ does not change under translation.

The gradient of $E$ is needed throughout. Changing $\psi_i$ by $\chi_i$ changes $n$ to first order by $2\,\mathrm{Re}\sum_i\langle\chi_i|K|\psi_i\rangle$, so

$$\delta E=2\,\mathrm{Re}\sum_i\langle\chi_i|H|\psi_i\rangle,\qquad H=h+\int v\,K\,dr. \tag{1}$$

The self-consistent state is one in which the occupied space is spanned by solutions of $H\phi=\varepsilon S\phi$. In an arbitrary $S$-orthonormal basis of that space this reads

$$H\psi_i=\sum_jS\psi_j\,\Lambda_{ji},\qquad C_{ij}=0, \tag{2}$$

and multiplying by $\langle\psi_k|$ with $C=0$ gives $\Lambda_{ki}=\langle\psi_k|H|\psi_i\rangle$, a Hermitian matrix. A unitary mixing $\psi_i\to\sum_k\psi_kU_{ki}$ leaves $n$, $E$ and $C=0$ unchanged and sends $\Lambda\to U^\dagger\Lambda U$. This gauge freedom is used at $\lambda=0$ to make $\Lambda^{(0)}_{ji}=\varepsilon_i\delta_{ji}$. Below, $\psi_i$ without a superscript inside a matrix element of expanded operators means $\psi_i^{(0)}$.

Let $\tilde\psi=\sum_{k\le n}\lambda^k\psi^{(k)}$ be the orbitals truncated at order $n$, and let a tilde mark anything evaluated with them: $\tilde E(\lambda)=E[\tilde\psi;\lambda]$, $\tilde C(\lambda)=C[\tilde\psi;\lambda]$, with the operators kept exact in $\lambda$. The theorem is that for every $p\le 2n+1$

$$E^{(p)}=\tilde E^{(p)}-\sum_{s=0}^{p-n-1}\sum_{ij}\Lambda^{(s)}_{ji}\,\tilde C^{(p-s)}_{ij}. \tag{3}$$

The orbitals to order $n$ fix the energy to order $2n+1$, provided the multipliers are included, to order $n-1$ for $E^{(2n)}$ and to order $n$ for $E^{(2n+1)}$. In addition $E^{(2n)}$ is the minimum of a quadratic functional of a trial $\psi^{(n)}$ on the order-$n$ constraint, when the unperturbed state is stable.

### The smooth branch

Both derivations need a solution of (2) that depends smoothly on $\lambda$. Let $\psi_c$, $\varepsilon_c$ be the empty solutions of $H^{(0)}\phi=\varepsilon S^{(0)}\phi$, and define for a set of vectors $\eta_i$ the quadratic form

$$\mathcal Q[\eta]=\sum_i\langle\eta_i|H^{(0)}-\varepsilon_iS^{(0)}|\eta_i\rangle+\tfrac12\,\mu_\eta f\mu_\eta,\qquad \mu_\eta=2\,\mathrm{Re}\sum_i\langle\eta_i|K^{(0)}|\psi_i\rangle. \tag{4}$$

On the empty space, $\eta_i=\sum_c\psi_cu_{ci}$, it becomes $\sum_{ci}(\varepsilon_c-\varepsilon_i)|u_{ci}|^2+\frac12\mu f\mu$, which is the orbital Hessian. Stability means that this form is positive definite.

Take $\psi$ as the unknown, define $\Lambda_{ji}=\langle\psi_j|H|\psi_i\rangle$ and the residual $R_i=H\psi_i-\sum_jS\psi_j\Lambda_{ji}$, and impose three sets of equations: $C=0$, the gauge condition that $\langle\psi^{(0)}_j|S^{(0)}|\psi_i\rangle$ be Hermitian, and $\langle\psi_c|R_i\rangle=0$. These imply (2). With $C=0$, $\langle\psi_k|R_i\rangle=\Lambda_{ki}-\Lambda_{ki}=0$, and for small $\lambda$ the vectors $\psi_k(\lambda)$ together with the $\psi_c$ span the space, so $R_i=0$. Linearise at $\lambda=0$ with $\delta\psi_i=\sum_j\psi_j\alpha_{ji}+\sum_c\psi_cu_{ci}$. The constraint fixes $\alpha+\alpha^\dagger$, the gauge fixes $\alpha-\alpha^\dagger$, and the third set is $(\varepsilon_c-\varepsilon_i)u_{ci}+\langle\psi_c|\int(f\mu)K^{(0)}|\psi_i\rangle$, which is the Hessian acting on $u$ plus a term in the already fixed $\alpha$. The linear map is invertible when the Hessian is, and the implicit function theorem then gives a unique branch, as smooth in $\lambda$ as $h$, $K$ and $E_{Hxc}$ allow. No denominator $\varepsilon_j-\varepsilon_i$ between occupied states appears, so degeneracy inside the occupied space does no harm.

## First derivation: a stationary Lagrangian

Define, for arbitrary orbitals and an arbitrary Hermitian matrix $\Lambda$,

$$Z[\psi,\Lambda;\lambda]=E[\psi;\lambda]-\sum_{ij}\Lambda_{ji}\,C_{ij}[\psi;\lambda].$$

On the exact branch $C=0$, so $Z=E(\lambda)$. Fix $\lambda$ and move away from the exact point by $\delta_i$ in the orbitals and $\delta\Lambda$ in the multipliers. The density and the constraint are quadratic in $\psi$, so their changes are exactly

$$\delta n=2\,\mathrm{Re}\sum_i\langle\delta_i|K|\psi_i\rangle+\sum_i\langle\delta_i|K|\delta_i\rangle,$$

$$C_{ij}[\psi+\delta]=\langle\delta_i|S|\psi_j\rangle+\langle\psi_i|S|\delta_j\rangle+\langle\delta_i|S|\delta_j\rangle .$$

Write $E_{Hxc}[n+\delta n]=E_{Hxc}[n]+\int v\,\delta n+\mathcal R$, which defines $\mathcal R=\frac12\,\delta n f\delta n+O(\delta n^3)$. The terms in $h$ and the term $\int v\,\delta n$ combine into matrix elements of $H$. In the multiplier term, the complex conjugate of $\Lambda_{ji}\langle\delta_i|S|\psi_j\rangle$ is $\Lambda_{ij}\langle\psi_j|S|\delta_i\rangle$ because $\Lambda$ is Hermitian, and exchanging the names $i,j$ in the sum turns it into $\Lambda_{ji}\langle\psi_i|S|\delta_j\rangle$; the two terms linear in $\delta$ therefore add to twice a real part. Since $Z$ is linear in $\Lambda$,

$$Z[\psi+\delta,\Lambda+\delta\Lambda]-E(\lambda)=2\,\mathrm{Re}\sum_i\Big\langle\delta_i\Big|H\psi_i-\sum_jS\psi_j\Lambda_{ji}\Big\rangle+\sum_i\langle\delta_i|H|\delta_i\rangle-\sum_{ij}\Lambda_{ji}\langle\delta_i|S|\delta_j\rangle+\mathcal R-\sum_{ij}\delta\Lambda_{ji}\,C_{ij}[\psi+\delta]. \tag{5}$$

The first term vanishes by (2). The next three are of second order in $\delta$, and the last is of order $\delta\Lambda\cdot\delta$. The dependence of $S$ on $\lambda$ plays no part in this identity, because everything in it is taken at one value of $\lambda$.

Truncate $\psi$ at order $n$ and $\Lambda$ at order $m$, so that $\delta=-\lambda^{n+1}\psi^{(n+1)}+\dots$ and $\delta\Lambda=-\lambda^{m+1}\Lambda^{(m+1)}+\dots$. Then (5) gives

$$Z[\tilde\psi,\tilde\Lambda;\lambda]-E(\lambda)=O(\lambda^{2n+2})+O(\lambda^{n+m+2}),$$

so the Taylor coefficients of $\tilde Z$ and of $E$ agree through order $\min(2n+1,\,n+m+1)$. The coefficient of $\lambda^p$ in $\tilde Z$ with $m=n$ is $\tilde E^{(p)}-\sum_{s\le n}\Lambda^{(s)}_{ji}\tilde C_{ij}^{(p-s)}$. The coefficient $\tilde C^{(k)}$ for $k\le n$ contains only orbitals up to order $k$, so it equals the exact $C^{(k)}=0$, and only $s\le p-n-1$ survives. This is (3). The bare energy $\tilde E$ corresponds to $\tilde\Lambda=0$, that is $m=-1$, and is in general right only through order $n$. An exception is $n=0$ with a fixed $S$, where $\tilde C=0$ and the bare energy is right through first order.

### The first wrong coefficient

Let $\eta=\psi^{(n+1)}$ and $B_{ij}[\eta]=\langle\eta_i|S^{(0)}|\psi_j\rangle+\langle\psi_i|S^{(0)}|\eta_j\rangle$. To leading order all operators in (5) are taken at $\lambda=0$. The terms quadratic in $\delta$ give $\lambda^{2n+2}\mathcal Q[\eta]$, since $\Lambda^{(0)}$ is diagonal and $\delta n=-\lambda^{n+1}\mu_\eta$. The last term has three minus signs, one explicit, one from $\delta\Lambda$ and one from $C[\psi+\delta]=-\lambda^{n+1}B$, and gives $-\lambda^{n+m+2}\sum\Lambda^{(m+1)}_{ji}B_{ij}$. The exact constraint at order $n+1$ is $\tilde C^{(n+1)}+B=0$, because $\psi^{(n+1)}$ can only meet $S^{(0)}\psi^{(0)}$ at that order. The leading error $\tilde Z-E$ is therefore

$$m<n:\ \ +\sum\Lambda^{(m+1)}_{ji}\tilde C^{(n+1)}_{ij}\,\lambda^{n+m+2};\qquad m=n:\ \ \Big(\mathcal Q[\eta]-\sum\Lambda^{(n+1)}_{ji}B_{ij}\Big)\lambda^{2n+2};\qquad m>n:\ \ \mathcal Q[\eta]\,\lambda^{2n+2}. \tag{6}$$

Multipliers beyond order $n$ change the coefficient of the error and leave its order alone. The error for $m=n$ has no fixed sign, because $Z$ is linear in $\Lambda$ and the exact point is a saddle in the joint space.

### The minimum principle

Keep the exact orbitals through order $n-1$, take a trial $\varphi=\psi^{(n)}+\eta$ at order $n\ge1$, and truncate $\Lambda$ at order $n-1$. Now $\delta=+\lambda^n\eta+O(\lambda^{n+1})$ and $\delta\Lambda=-\lambda^n\Lambda^{(n)}+\dots$, and the coefficient of $\lambda^{2n}$ in (5) is

$$\tilde Z^{(2n)}[\varphi]-E^{(2n)}=\mathcal Q[\eta]+\sum_{ij}\Lambda^{(n)}_{ji}B_{ij}[\eta]. \tag{7}$$

If $\varphi$ satisfies the order-$n$ constraint as $\psi^{(n)}$ does, subtracting the two conditions gives $B[\eta]=0$. Decompose $\eta_i=\sum_j\psi_j\alpha_{ji}+\sum_c\psi_cu_{ci}$. Then $B_{ij}=\alpha^*_{ji}+\alpha_{ij}$, so $\alpha$ is anti-Hermitian. In the first term of (4) occupied and empty parts do not mix, since both are eigenvectors, and the occupied part gives $\sum_{ij}|\alpha_{ji}|^2(\varepsilon_j-\varepsilon_i)=0$, a symmetric factor times an antisymmetric one. In $\mu_\eta$ the occupied part gives $\sum_{ij}(\alpha^*_{ji}+\alpha_{ij})\langle\psi_j|K^{(0)}|\psi_i\rangle=0$ after relabelling the conjugate term. What remains is the Hessian form in $u$. For a stable state $\tilde Z^{(2n)}[\varphi]\ge E^{(2n)}$, with equality exactly when $\eta$ is a pure gauge rotation.

A related statement holds at finite $\lambda$. Orthonormalise the truncated orbitals in the true metric, $\bar\psi=\tilde\psi\,(1+\tilde C)^{-1/2}$. Since $\tilde C=O(\lambda^{n+1})$, $\bar\psi$ still differs from $\psi$ by $O(\lambda^{n+1})$, and since $C[\bar\psi]=0$, $E[\bar\psi]=Z[\bar\psi,\Lambda]$ with the exact $\Lambda$. Equation (5) with $\delta\Lambda=0$ gives $E[\bar\psi]-E=\lambda^{2n+2}\mathcal Q[\eta]+\dots$ where $\eta$ now denotes the coefficient of $\lambda^{n+1}$ in $\bar\psi-\psi$, and $B[\eta]=0$ because both sets obey the constraint. The leading error is non-negative for a stable state, and the whole error is non-negative if the branch is the global constrained minimum.

The stationary Lagrangian has given the theorem (3), the leading truncation error and the minimum principle at even orders. What remains is to write out the second- and third-order energies, derive (3) again by elimination, examine gauge, limits and failures, and test the formulas in a worked example.
